# Contour and bias-window density matrix with variance-minimizing weights

## The situation

A small conductor sits between two electrodes held at different chemical potentials. Well below both potentials every state is full, and well above both it is empty. In between, filling depends on where the electron came from: a state fed by the left electrode is full, one fed by the right is empty. A self-consistent transport calculation needs the resulting density matrix at every iteration.

Most of that matrix has equilibrium form and can be integrated at complex energies, where the Green function is smooth. The remainder must be integrated over real energies, where narrow resonances and sharp Fermi edges make quadrature costly. The split can be referred to either electrode. Without bound states, the two results agree for perfect quadrature and differ on a finite grid, so one can ask which mixture has the smallest error.

## Assumptions and starting formula

Electrons are non-interacting in a fixed potential, as within one iteration of a mean-field calculation. Orbitals are real and orthonormal, quantities are per spin, \(\hbar=1\), and energies are in Ry. The leads \(a=L,R\) have Fermi functions \(f_a(E)=[1+e^{(E-\mu_a)/kT}]^{-1}\), with \(\mu_L>\mu_R\). The density matrix is \(D_{ij}=\langle c_j^\dagger c_i\rangle\).

Let \(\phi_k\) be a state of isolated lead \(a\) with energy \(\epsilon_k\), and let \(\tau_a\) couple that lead to the device. Eliminating the lead amplitudes from the Schrödinger equation gives the device amplitude

\[
\psi_k=G(\epsilon_k)\tau_a\phi_k,\qquad G(E)=[E-H-\Sigma_L-\Sigma_R]^{-1},
\]
\[
\Sigma_a(E)=\sum_{k\in a}\frac{\tau_a\phi_k\phi_k^\dagger\tau_a^\dagger}{E-\epsilon_k+i0}.
\]

Since \(1/(x+i0)-1/(x-i0)=-2\pi i\,\delta(x)\),

\[
\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)=2\pi\sum_{k\in a}\tau_a\phi_k\phi_k^\dagger\tau_a^\dagger\,\delta(E-\epsilon_k).
\]

Filling each incoming state with its own lead's Fermi function, \(D=\sum_k f\,\psi_k\psi_k^\dagger\), therefore gives

\[
D=\frac1{2\pi}\int dE\,(A_Lf_L+A_Rf_R),\qquad A_a=G\Gamma_aG^\dagger. \tag{1}
\]

This is the steady state when there are no bound states; these are treated below.

## Two equivalent splittings

At real \(E\), \((G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma\), where \(\Sigma\) and \(\Gamma\) are sums over leads. Multiplying by \(G\) on the left and \(G^\dagger\) on the right gives \(G-G^\dagger=-iG\Gamma G^\dagger\), or

\[
i(G-G^\dagger)=A_L+A_R. \tag{2}
\]

In (1), write \(f_R=f_L+(f_R-f_L)\). The terms with \(f_L\) combine through (2):

\[
D=D_{\rm eq}(\mu_L)+\Delta_R,\qquad
\Delta_R=\frac1{2\pi}\int A_R(f_R-f_L)\,dE. \tag{3}
\]

Writing instead \(f_L=f_R+(f_L-f_R)\) gives

\[
D=D_{\rm eq}(\mu_R)+\Delta_L,\qquad
\Delta_L=\frac1{2\pi}\int A_L(f_L-f_R)\,dE. \tag{4}
\]

Here \(D_{\rm eq}(\mu)=(i/2\pi)\int(G-G^\dagger)f\,dE\). Equation (3) fills everything to \(\mu_L\) and then removes the electrons that the right lead fails to supply, so the diagonal of \(\Delta_R\) is not positive. Equation (4) fills to \(\mu_R\) and adds those supplied by the left lead. The correction always carries the spectral function of the lead that is not the reference. If the right lead is decoupled, \(\Delta_R=0\) and \(D=D_{\rm eq}(\mu_L)\), as it should be.

## Equilibrium part on the contour

Choose \(E_B\) below the whole spectrum and define \(X=\int_{E_B}^{\infty}G(E+i0)f(E)\,dE\). Because \(f\) is real on the real axis,

\[
D_{\rm eq}=\frac{i}{2\pi}(X-X^\dagger).
\]

\(G(z)\) has no pole for \(\operatorname{Im}z>0\). For a normalized vector \(v\), the sum defining \(\Sigma\) gives \(\operatorname{Im}v^\dagger\Sigma(z)v\le0\), hence

\[
\operatorname{Im}v^\dagger G^{-1}(z)v\ge\operatorname{Im}z .
\]

So \(G^{-1}v\) cannot vanish, and \(\|G(z)\|\le1/\operatorname{Im}z\). This bound is why the integrand is tame away from the axis.

The Fermi function has poles at \(z_n=\mu+i(2n+1)\pi kT\). With \(z=z_n+\delta\), \(1+e^{(z-\mu)/kT}=1-e^{\delta/kT}\approx-\delta/kT\), so the residue of \(f\) is \(-kT\). Let \(C\) run from \(E_B\) through the upper half plane to large positive energy, with \(N\) poles between it and the real axis. Going out along the axis and back along \(C\) is counterclockwise, so

\[
X-\int_C Gf\,dz=2\pi i\sum_{n=0}^{N-1}(-kT)G(z_n),
\]
\[
X=\int_C Gf\,dz-2\pi i\,kT\sum_{n=0}^{N-1}G(z_n). \tag{5}
\]

The closing piece at large energy vanishes because \(f\) does.

A practical \(C\) is a circular arc from \(E_B\) to \(x_1+i\eta\), with \(x_1=\mu-20kT\), followed by a horizontal line to \(\mu+30kT+i\eta\). Taking \(\eta=2\pi NkT\) puts the line midway between two poles, at distance \(\pi kT\) from each, and makes \(f(x+i\eta)=f(x)\) real. The arc's center \(c\) is on the real axis and equidistant from its ends:

\[
(x_1-c)^2+\eta^2=(c-E_B)^2
\;\Rightarrow\;
c=\frac{x_1^2+\eta^2-E_B^2}{2(x_1-E_B)} .
\]

The window terms cannot be moved in this way. In \(G\Gamma_aG^\dagger\), the factor \(G\) continues analytically upward but \(G^\dagger\) continues analytically downward. They stay on the real axis.

## Error of the window quadrature

Let \(F_a(E)\) be the integrand of one element of \(\Delta_a\), including \(1/2\pi\). An equally spaced grid of step \(h\), displaced by a fraction \(s\) of a step, gives

\[
\hat\Delta_a(s)=h\sum_kF_a(E_0+sh+kh)=\sum_m e^{2\pi ims}\int F_a(E)\,e^{-2\pi im(E-E_0)/h}\,dE .
\]

The second form is the Fourier series of this periodic function of \(s\). Its \(m=0\) term is the exact integral. The others average to zero over \(s\), so for a grid placed at random the error has zero mean.

For \(m\ne0\) the integration path can be moved off the axis until it meets a singularity. One at distance \(d\) contributes a factor \(e^{-2\pi|m|d/h}\). The Fermi functions give \(d=\pi kT\); a resonance of full width \(\Gamma\) gives \(d=\Gamma/2\). The step must therefore be small on both scales. A lead band edge inside the window is a singularity on the real axis itself, so the error then falls only as a power of \(h\), as \(h^{3/2}\) for a square-root onset and only as \(h^{1/2}\) for an inverse-square-root one, as in a perfect chain whose two leads share the edge; it is better to split the integral there and use a quadrature suited to the edge. At \(h=\pi kT\) the thermal factor is \(e^{-2\pi}\approx0.002\).

## Variance-minimizing weights

Write \(\hat\Delta_a=\Delta_a+e_a\), with zero-mean errors of variance \(s_a^2\) and covariance \(\kappa=\langle e_Le_R\rangle\). Contour errors are taken as negligible. By (3) and (4), the left-referenced estimate \(\hat D^L\) has error \(e_R\), and the right-referenced \(\hat D^R\) has error \(e_L\). For one matrix element the mixture is

\[
\hat D=w\hat D^L+(1-w)\hat D^R=D+we_R+(1-w)e_L .
\]

The coefficients add to one, so \(D\) itself is unaffected by \(w\). The variance is

\[
\begin{aligned}
v(w)&=w^2s_R^2+(1-w)^2s_L^2+2w(1-w)\kappa\\
&=s_L^2-2w(s_L^2-\kappa)+w^2V,\qquad V=s_L^2+s_R^2-2\kappa .
\end{aligned}
\]

Setting \(v'(w)=-2(s_L^2-\kappa)+2wV=0\) gives

\[
w_*=\frac{s_L^2-\kappa}{s_L^2+s_R^2-2\kappa}. \tag{6}
\]

Since \(V\) is the variance of \(e_L-e_R\), \(v''=2V\ge0\) and this is a minimum. If \(V=0\), the errors coincide and every \(w\) does equally well. Inserting \(w_*\),

\[
v(w_*)=s_L^2-\frac{(s_L^2-\kappa)^2}{V}=\frac{s_L^2s_R^2-\kappa^2}{V}.
\]

A production run knows neither variances nor covariance, so a model is needed. Suppose the errors are uncorrelated, \(\kappa=0\), and proportional to the corrections with one common factor, \(s_a=\lambda|\Delta_a|\). Then

\[
w=\frac{\Delta_L^2}{\Delta_L^2+\Delta_R^2},\qquad
\sqrt{v}=\lambda\frac{|\Delta_L\Delta_R|}{\sqrt{\Delta_L^2+\Delta_R^2}}. \tag{7}
\]

Where the left lead dominates, \(w\) is near one: the left reference is preferred because it needs only the small correction \(\Delta_R\). Let \(r\le1\) be the ratio of the smaller to the larger correction. Relative to the better single reference, the error is reduced by a factor of \(\sqrt{1+r^2}\). The gain is \(\sqrt2\) for equal corrections and disappears as \(r\to0\), where mixing amounts to choosing the better reference for each element.

Proportionality can be seen for \(n\) independent random energies in a window of width \(W\). The estimator's variance is

\[
s_a^2=\frac{W^2\langle F_a^2\rangle-\Delta_a^2}{n}
=\frac{\Delta_a^2}{n}\left(\frac{\langle F_a^2\rangle}{\langle F_a\rangle^2}-1\right),
\]

with averages over the window. The bracket depends on the shape of \(F_a\), not its size. Similar shapes thus give a common factor. If an off-diagonal \(F_a\) changes sign, \(\Delta_a\) may nearly vanish while its error does not, and (7) misjudges that element.

## Shared grids: a case with linear weights

Evaluating both corrections from the same \(G(E)\) saves work but correlates the errors. Take one level at \(\epsilon\) with constant widths \(\Gamma_L,\Gamma_R\) and \(\Gamma=\Gamma_L+\Gamma_R\). Then \(F_L=\Gamma_L\ell\) and \(F_R=-\Gamma_R\ell\), with

\[
\ell(E)=\frac{f_L-f_R}{2\pi[(E-\epsilon)^2+\Gamma^2/4]} .
\]

If \(q\) is the quadrature error of \(\int\ell\,dE\), then \(e_L=\Gamma_Lq\) and \(e_R=-\Gamma_Rq\). Hence \(\kappa=-\Gamma_L\Gamma_R\langle q^2\rangle\), and (6) gives

\[
w_*=\frac{\Gamma_L^2+\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}
=\frac{\Gamma_L}{\Gamma}
=\frac{|\Delta_L|}{|\Delta_L|+|\Delta_R|}. \tag{8}
\]

The error is \(w_*e_R+(1-w_*)e_L=(-\Gamma_L\Gamma_R+\Gamma_R\Gamma_L)q/\Gamma=0\). Squared weights leave

\[
\frac{\Gamma_L\Gamma_R(\Gamma_R-\Gamma_L)}{\Gamma_L^2+\Gamma_R^2}\,q .
\]

For \(\Gamma_L=0.03\) Ry and \(\Gamma_R=0.01\) Ry this is \(-0.006q\) (Ry), against \(-0.010q\) for \(\hat D^L\) alone. Direct minimization gives best weights of 0.90 on separate grids and 0.75 on a shared grid, as (7) and (8) predict. On the shared grid the linear rule has a root-mean-square (RMS) error at rounding level, and the squared rule \(5.7\times10^{-4}\) electrons.

## Algorithm

```
for a in (L, R):
    X = 0
    for (z, weight) on arc and line of contour a:
        X += weight * fermi(z, mu_a) * G(z)
    for enclosed poles z_n:
        X -= 2*pi*i*kT * G(z_n)
    Deq[a] = i/(2*pi) * (X - X^dagger)

Delta_L = Delta_R = 0
for (E, weight) on the real window grid:
    solve for the contact columns of G(E)
    df = fermi(E, mu_L) - fermi(E, mu_R)
    Delta_L += weight * df * G Gamma_L G^dagger / (2*pi)
    Delta_R -= weight * df * G Gamma_R G^dagger / (2*pi)

DL = Deq[L] + Delta_R
DR = Deq[R] + Delta_L
for each element ij:
    p = (Re Delta_L[ij])^2;  q = (Re Delta_R[ij])^2
    w = p/(p+q) if p+q > 0 else 1/2
    ReD[ij] = w*Re DL[ij] + (1-w)*Re DR[ij]
report max |DL - DR|
```

For real orbitals the density \(\sum_{ij}D_{ij}\varphi_i\varphi_j\) depends only on \(\operatorname{Re}D\), because the imaginary part of a Hermitian matrix is antisymmetric. The weights are symmetric in \(i,j\), so \(\operatorname{Re}D\) stays symmetric.

The imaginary part gains nothing on a shared grid if \(H\), the lead Hamiltonians and the couplings are all real. Then \(\Sigma_a\) and \(G\) are symmetric and \(i(G-G^\dagger)=-2\operatorname{Im}G\) is real, so (2) gives \(\operatorname{Im}A_L=-\operatorname{Im}A_R\). The opposite signs of the Fermi differences make \(\operatorname{Im}F_L=\operatorname{Im}F_R\) at each energy. Both references carry the same error, and a finer grid is the remedy.

**Cost.** With dense algebra and \(n\) device orbitals, each contour point needs an inversion of order \(n^3\). A window point needs a factorization of the same order, plus products of order \(n^2n_c\) for \(n_c\) contact orbitals. Accumulating the sums keeps storage at order \(n^2\). As written, the second reference costs a second contour. This can be reduced: if the arc ends below both windows' Fermi edges, at \(\mu_R-20kT+i\eta\), and the line runs on to \(\mu_L+30kT+i\eta\), the same \(G(z)\) serves both Fermi functions and only the poles need separate inversions. The line is then longer by the bias, twice as long in the example below, and needs correspondingly more points, so at such a bias mainly the arc is saved. On a shared grid the second reference needs no further factorizations in the window. The weights cost order \(n^2\).

**Stability.** For \(0\le w\le1\), the error of an element cannot exceed the larger of \(|e_L|\) and \(|e_R|\), even if the error model is poor. Computing \(w\) from the noisy \(\hat\Delta_a\) shifts it by some \(\delta w\), which changes the result by \(\delta w(e_R-e_L)\), of second order in the errors when they are small compared with the corrections. The optimum (6) can lie outside \([0,1]\) if \(\kappa\) exceeds the smaller variance; rules (7) and (8) never go there.

## Worked example

The model is a six-site chain: two three-site segments with internal hopping \(-0.2\) Ry, joined by a weak bond of \(-0.04\) Ry. On-site energies are 0.02 Ry on the left segment and \(-0.01\) Ry on the right. The leads are chains with hopping \(-0.2\) Ry, attached through \(-0.08\) Ry, with band centers at their chemical potentials \(\pm0.05\) Ry. The bias is 0.1 Ry (1.36 eV) and \(kT=0.002\) Ry (316 K).

Each contour uses 40 arc points, 100 line points and 8 poles. These counts are ample, not optimized. The line lies at 0.1005 Ry, so \(\|G\|\) there is at most about 10 Ry\(^{-1}\). In a test against diagonalization of a chain with 900 sites per lead, the elements of \(D_{\rm eq}\) agree within \(5.1\times10^{-12}\). The full \(D\) was tested by evolving an initially empty device between separately filled leads for 1600 \(\hbar\)/Ry; it agrees within \(1.3\times10^{-9}\).

On a fine window grid, the two routes to the occupation of site 1 are

\[
0.66052-0.12164=0.53888,\qquad 0.28661+0.25227=0.53888 .
\]

Now use 11 points with \(h=0.02\) Ry. The thermal factor is \(e^{-2\pi(0.00628)/0.02}\approx0.14\), so the Fermi edges are poorly resolved. One shared grid gives \(\hat\Delta_L=0.246267\) and \(\hat\Delta_R=-0.120196\), hence

\[
w=\frac{0.246267^2}{0.246267^2+0.120196^2}=0.8076,
\]
\[
\hat D=0.8076(0.540322)+0.1924(0.532879)=0.53889 .
\]

The two estimates err by \(+0.0014\) and \(-0.0060\), the mixture by \(1\times10^{-5}\). Such near-cancellation is luck of this grid position. The fair measure is the RMS error over all six sites and 100 grid positions (for separate grids, all pairs of positions), in units of \(10^{-3}\) electrons per spin:

| Scheme | Separate grids | Shared grid |
|---|---|---|
| \(D^L\) alone | 2.61 | 2.61 |
| \(D^R\) alone | 2.85 | 2.85 |
| Plain average | 1.93 | 1.65 |
| Linear weights | 1.37 | 1.00 |
| Squared weights | 1.07 | 0.74 |

Squared weights reduce the error of the better single reference by a factor of 2.4 on separate grids and 3.5 on a shared one. The comparison is with one reference used for all six sites, so the factor can exceed the \(\sqrt2\) found for a single element with uncorrelated errors: the weights favor the left reference on sites 1 and 3 and the right one on sites 4 and 6. On separate grids this choice accounts for the whole gain: always taking the better reference of each site would do slightly better than the squared weights. On the shared grid, the strongly anticorrelated errors on sites 1 and 3 partly cancel, which adds to the gain. Here squared weights beat linear weights even on the shared grid, unlike in the one-level case. These figures are for site occupations; for the off-diagonal elements of this model the gain is smaller, and on the shared grid some of them come out worse than with their better single reference. The figures also belong to this step: the bias is exactly five steps, so the error terms of the two Fermi edges keep the same relative phase at every grid position, and another step changes the sizes and correlations of the errors.

Site 1 shows how the squared rule can be nearly optimal on a shared grid although its assumptions fail. Its best weight on separate grids is 0.936, not the 0.811 of (7). From (6) with \(\kappa=0\), \(s_R/s_L=\sqrt{0.0637/0.9363}=0.261\), whereas \(|\Delta_R/\Delta_L|=0.482\): the errors are not proportional to the corrections. With \(w=0.811\) the error on separate grids is \(\sqrt{0.811^2(0.261)^2+0.189^2}\,s_L=0.284\,s_L\), slightly more than the \(0.261\,s_L\) of \(\hat D^L\) alone. At this site the squared rule helps on separate grids by favoring the better reference, not by averaging. On the shared grid the error correlation is \(-0.945\), and (6), divided through by \(s_L^2\), gives

\[
w_*=\frac{1+0.945(0.261)}{1+0.261^2+2(0.945)(0.261)}=0.80 .
\]

The two departures from the model nearly offset each other. This is not general. At site 4 the correlation is only \(-0.06\); the best shared-grid weight is 0.09, compared with 0.16 from the squared rule and 0.30 from the linear one. At site 2 the correlation is positive, 0.77. Neither simple rule is optimal for every element.

## Failure modes

**Bound states in the window.** A state with no amplitude in either lead's incoming waves appears in \(G\) but not in \(A_L+A_R\). If \(|b\rangle\) is its device part and \(E_b\) its energy, (2) becomes

\[
i(G-G^\dagger)=A_L+A_R+2\pi\,\delta(E-E_b)|b\rangle\langle b| .
\]

Both \(D_{\rm eq}\) terms contain the extra piece and the window terms do not, so

\[
D^L-D^R=[f_L(E_b)-f_R(E_b)]\,|b\rangle\langle b| .
\]

Far below the window both Fermi functions are one, the difference vanishes, and the contour fills the state. This assumes that relaxation outside this model has filled it, since coherent evolution alone need not fill a bound state that starts empty. Inside the window there is no single Fermi function to relax to, and the filling depends on preparation or on the details of relaxation. A test with two equal side sites, whose odd combination is decoupled at 0.0101 Ry, gives \(\operatorname{Tr}(D^L-D^R)=1.000\): a whole electron per spin is undetermined. Weighting would assign it an arbitrary filling.

**Narrow resonances.** A level with \(\Gamma/2\ll h\) can be missed or overcounted by both corrections. Weights can reduce such errors but do not replace resolution. Refining the grid separates the two cases: the discrepancy \(D^L-D^R\) of a narrow resonance vanishes once the step is small compared with both its width and \(kT\), while that of a true bound state remains at any step.

**Misreading the diagnostic.** On a finite grid \(\hat D^L-\hat D^R=e_R-e_L\). A large value signals trouble, but a small one does not prove accuracy, since equal errors cancel in it. The imaginary part on a shared grid is such a case.

**Contour placed too high in energy.** If \(E_B\) lies above part of the spectrum, those states are missing from both references. Their difference need not reveal the loss, so the electron count should be checked when \(E_B\) is lowered.

The remaining site data and weights are in the numerical output.

## Values computed for the example and the checks

```
lead, contact, barrier hopping: -0.2, -0.08, -0.04 Ry
on-site energies, left and right segment: 0.02, -0.01 Ry
mu_L, mu_R: 0.05, -0.05 Ry; bias 0.1 Ry = 1.3606 eV
kT: 0.002 Ry; temperature 315.8 K
contour: 40 arc points, 100 line points, 8 poles
contour start -1.0 Ry; line height 0.10053 Ry
window -0.110 to 0.110 Ry; fine step 0.000200 Ry
coarse grid: 11 points, step 0.0200 Ry, 100 shifts
finite leads: 900 sites each; evolution time 1600 hbar/Ry
max |contour - diagonalization|: 5.1e-12 (dimensionless)
max |D^L - D^R|, fine grid: 6.3e-12 (dimensionless)
max |D - time evolution|: 1.3e-09 (dimensionless)
max |Im Delta_L - Im Delta_R|, coarse grids: 8.3e-17
Fine-grid site data, electrons per spin:
site  Deq(mu_L)  Deq(mu_R)  Delta_L    Delta_R    D
1  0.660518  0.286612  0.252268  -0.121638  0.538880
2  0.503092  0.492761  0.005463  -0.004868  0.498224
3  0.657387  0.282611  0.257114  -0.117662  0.539725
4  0.706599  0.316405  0.118302  -0.271893  0.434706
5  0.506669  0.496646  0.004695  -0.005328  0.501341
6  0.702865  0.313537  0.121958  -0.267371  0.435494
Weights of D^L (dimensionless) and error correlation on a shared grid:
site  squared  linear  best-separate  best-shared  correlation
1  0.8114  0.6747  0.9363  0.7985  -0.9454
2  0.5574  0.5288  0.5037  0.5160  0.7682
3  0.8268  0.6860  0.9302  0.7885  -0.9640
4  0.1592  0.3032  0.0747  0.0885  -0.0635
5  0.4371  0.4684  0.4138  0.4413  -0.4739
6  0.1722  0.3133  0.0806  0.0903  -0.0437
One coarse run, shared grid, first point -0.1050 Ry, site 1:
  Delta_L 0.246267, Delta_R -0.120196 electrons per spin
  D^L 0.540322, D^R 0.532879 electrons per spin
  squared weight 0.8076; D 0.538890 electrons per spin
  error of D 1.06e-05 electrons per spin
RMS site error over all shifts, electrons per spin:
  D^L alone 2.605e-03; D^R alone 2.846e-03
  separate grids: average 1.929e-03, linear 1.369e-03, squared 1.074e-03
  shared grids: average 1.645e-03, linear 9.959e-04, squared 7.436e-04
One level: energy 0.01 Ry, Gamma_L 0.03 Ry, Gamma_R 0.01 Ry
  exact occupation 0.664357 electrons per spin
  best weight: separate 0.9000, shared 0.7500
  shared-grid RMS: linear 4.2e-17, squared 5.684e-04
Dark state at 0.0101 Ry: f_L - f_R = 1.000000
  trace(D^L - D^R) = 1.000000 electrons per spin
```
